\section*{Unbound d levels in neutral LDA atoms and silicon's zero threshold charge}

\section{Definitions and conventions}

Hartree atomic units are used: energies are in hartree and lengths in bohr. An atom or ion has nuclear charge $Z$, $N$ electrons and net charge $Q=Z-N$. The electron density $n(r)$ is taken as spherical, and $\rho(r)=4\pi r^2 n(r)$ is the number of electrons per unit radius. With $u(r)$ equal to $r$ times the radial orbital, the Kohn--Sham equation for angular momentum $l$ is
\begin{equation}
-\frac12 u''+\left[\frac{l(l+1)}{2r^2}+v(r)\right]u=\varepsilon u ,
\qquad v=v_{\rm es}+v_{\rm xc}.
\label{radial}
\end{equation}
Here $v_{\rm es}$ is the electrostatic potential energy of an electron in the field of the nucleus and of all $N$ electrons, and $v_{\rm xc}$ is the exchange-correlation potential. For a d level, $l=2$ and the centrifugal term is $3/r^2$. A level is bound if its orbital is normalizable in unlimited space and $\varepsilon<0$.

The calculations are all-electron, non-relativistic and spin-unpolarised, in the local density approximation (LDA) with Slater exchange and Perdew--Wang correlation. The radial equation is diagonalized on a mapped Legendre--Lobatto grid in a box of radius 1000 bohr. Silicon ions are made by removing electrons first from 3p and then from 3s, with fractional occupations allowed. The silicon 3d level is kept empty. Its energy is an eigenvalue in the potential of the other electrons, not an excitation energy.

The matter concerns pseudopotentials: if a d channel is wanted for an atom with no occupied d shell, a bound all-electron orbital is one possible reference. In neutral silicon with the ground configuration 3s$^2$3p$^2$ the LDA supplies none; this is the neutral atom meant throughout. A neutral excited configuration 3s$^2$3p$^1$3d$^1$ does bind 3d, at about $-0.024$ hartree with a mean radius near 7.6 bohr. The question of which ionic charge first binds 3d has a simple answer in unlimited space: any positive charge does. A finite threshold belongs to the computational box. The useful practical question is when the orbital becomes compact.

\section{Why the neutral potential is short-ranged}

\subsection{Electrostatic part}

Electrons inside radius $r$ act as if they sat at the nucleus, while a shell at $s>r$ contributes the constant $1/s$ per electron. Hence
\begin{equation}
v_{\rm es}(r)=-\frac Zr+\frac1r\int_0^r\rho(s)\,ds+\int_r^\infty\frac{\rho(s)}{s}\,ds .
\end{equation}
The total number of electrons is $N$, so the first integral equals $N-\int_r^\infty\rho\,ds$. Substitution gives
\begin{equation}
v_{\rm es}(r)=-\frac Qr-\int_r^\infty\rho(s)\left(\frac1r-\frac1s\right)ds .
\label{es}
\end{equation}
The bracket is positive because $s>r$. For a neutral atom the Coulomb term vanishes, and what remains is the attraction left by the electrons lying outside $r$. It decays at the same exponential rate as the density.

\subsection{Exchange-correlation part}

Let $\varepsilon_{\rm H}$ be the highest occupied level and $\kappa=\sqrt{-2\varepsilon_{\rm H}}$. Far from a neutral atom, Eq.~(\ref{radial}) reduces to $u''=\kappa^2u$, whose decaying solution is $e^{-\kappa r}$. The density therefore behaves as
\begin{equation}
n(r)\propto \frac{u^2}{r^2}\propto\frac{e^{-2\kappa r}}{r^2}.
\end{equation}
The exchange energy is $-\frac34(3/\pi)^{1/3}\int n^{4/3}d^3r$. Differentiating with respect to $n$ brings down the factor $4/3$, so
\begin{equation}
v_{\rm x}=-\left(\frac{3n}{\pi}\right)^{1/3}.
\end{equation}
Correlation has the same power at low density. With $r_s=(3/4\pi n)^{1/3}$, the Perdew--Wang energy per electron tends to $\varepsilon_{\rm c}=-C/r_s$, with $C$ a positive constant, and
\begin{equation}
v_{\rm c}=\varepsilon_{\rm c}-\frac{r_s}{3}\frac{d\varepsilon_{\rm c}}{dr_s}
=-\frac C{r_s}-\frac{C}{3r_s}=-\frac{4C}{3r_s}\propto -n^{1/3}.
\end{equation}
Taking the cube root of the density gives the leading tail
\begin{equation}
v_{\rm xc}(r)\propto-\,r^{-2/3}e^{-2\kappa r/3}.
\label{tail}
\end{equation}
The cube root makes this tail three times longer in range than the density, and it dominates $v$. It is still exponential.

For neutral silicon the highest level is 3p at $-0.1533$ hartree, so $\kappa=\sqrt{2\times0.1533}=0.554$ bohr$^{-1}$ and $2\kappa/3=0.369$ bohr$^{-1}$. The computed decay rate of $r^{2/3}|v|$ between about 15 and 25 bohr is 0.366 bohr$^{-1}$. At 10 bohr the electrostatic part is $-4.2\times10^{-6}$ hartree, whereas the full potential is $-0.0127$ hartree. The centrifugal term there is $+0.0300$ hartree.

The exact Kohn--Sham potential would behave differently. An electron far outside a neutral atom leaves behind $N-1$ others, which screen the nucleus to a net charge $Z-(N-1)=1$. It should feel $-1/r$. Since $v_{\rm es}$ counts all $N$ electrons and cancels, $v_{\rm xc}$ would have to supply this tail. The LDA potential, which falls as $n^{1/3}$ at low density, cannot do so.

\section{When a short-ranged well binds a d level}

\subsection{Counting levels at zero energy}

Let $u(r,E)$ be the solution of Eq.~(\ref{radial}) at energy $E$ that starts as $r^3$ at the origin, whether or not $E$ is an eigenvalue. Write $W=3/r^2+v$ and $w=\partial u/\partial E$. Then
\begin{equation}
u''=2(W-E)u,\qquad w''=2(W-E)w-2u .
\end{equation}
Multiply the second equation by $u$, the first by $w$, and subtract. The terms in $W-E$ cancel, leaving $(uw'-u'w)'=-2u^2$. Both $u$ and $w$ vanish at the origin, so
\begin{equation}
uw'-u'w=-2\int_0^r u^2\,ds .
\label{identity}
\end{equation}
At a node $r_0$ we have $u=0$, hence $w=2\int_0^{r_0}u^2ds/u'$. Keeping $u(r_0(E),E)=0$ as $E$ changes requires $u'\,dr_0/dE+w=0$, which gives
\begin{equation}
\frac{dr_0}{dE}=-\frac{2}{u'(r_0)^2}\int_0^{r_0}u^2\,ds<0 .
\end{equation}
Nodes move inward as the energy rises. In a box with $u(R)=0$, a node enters through $R$ each time $E$ passes an eigenvalue. The number of nodes at $E=0$ is therefore the number of negative levels. Letting $R$ grow without limit gives the number of bound levels.

For a neutral atom there is a radius beyond which $3/r^2$ exceeds $|v|$, because an exponential falls below any inverse power. Beyond it $W>0$, and at $E=0$ the solution curves away from the axis. After one node there, $u$ and $u'$ have the same sign and $|u|$ can only grow, so no second node follows. The number of d levels is thus finite. It may be zero, but the exponential form of the tail does not decide this; the strength of the whole potential does.

\subsection{Six neutral atoms}

If $r^2|v|<3$ everywhere, then $W>0$ everywhere, $u$ grows from the origin without a node, and no d level exists. Exceeding 3 somewhere creates an attractive region but need not suffice, since confining the electron costs kinetic energy. A useful measure is $\lambda_{\rm c}$, the factor by which the fixed potential $v$ must be multiplied to bring the first d level to zero energy. It is the smallest eigenvalue $\lambda$ of
\begin{equation}
-\frac12u''+\frac3{r^2}u=-\lambda v\,u .
\end{equation}
As $v$ is attractive, increasing $\lambda$ lowers the levels: $\lambda_{\rm c}>1$ means that no d level is bound, and $\lambda_{\rm c}<1$ that at least one is.

\begin{center}
\begin{tabular}{lccc}
Atom & $\max r^2|v|$ & $\lambda_{\rm c}$ & Bound d levels\\
C & 1.98 & 1.86 & 0\\
Mg & 2.82 & 1.37 & 0\\
Si & 3.00 & 1.20 & 0\\
S & 3.19 & 1.17 & 0\\
Ca & 3.87 & 0.94 & 1\\
Zn & 4.03 & 0.96 & 1
\end{tabular}
\end{center}

Carbon and magnesium have no attractive region for a d electron. Silicon is at the margin: at 2 bohr $v=-0.7499$ hartree, against a centrifugal term of $+0.7500$ hartree, and $r^2|v|$ exceeds 3 only between 1.80 and 1.99 bohr, by at most 0.002. Its potential would need to be about 20\% stronger to bind. Sulfur has a real but insufficient well. Calcium and zinc bind one d level, empty in the first and filled in the second, although their potentials also have exponential tails. The factor $\lambda_{\rm c}$ marks a threshold and is not a scale of binding energy.

The effect of a Coulomb tail in silicon can be illustrated by replacing the neutral potential by the lower of $v$ and $-1/r$. At 2 bohr this leaves $v$ unchanged, since $-0.75<-0.50$; at 5 bohr it replaces $-0.105$ by $-0.200$ hartree. The potential inside about 2.9 bohr is retained, while the outer valence region is deepened together with the tail, and 3d becomes bound at $-0.0565$ hartree. This is a calculation in a modified fixed potential, not a self-consistent correction of the LDA.

\section{Every positive charge binds 3d}

Exchange gives a negative potential, and so does the correlation parametrisation used here. Equation~(\ref{es}) then implies, for every $r$,
\begin{equation}
v(r)\le-\frac Qr .
\label{bound}
\end{equation}
Take the trial function $u_Q=A r^3e^{-ar}$ with $a=Q/3$ and $A$ fixed by normalization. Two differentiations give
\begin{equation}
u_Q''=\left(\frac6{r^2}-\frac{6a}{r}+a^2\right)u_Q ,
\end{equation}
and therefore
\begin{equation}
-\frac12u_Q''+\frac3{r^2}u_Q=\left(\frac{3a}{r}-\frac{a^2}{2}\right)u_Q
=\left(\frac Qr-\frac{Q^2}{18}\right)u_Q .
\end{equation}
Adding $v$ and taking the expectation value, the variational principle within $l=2$ yields
\begin{equation}
\varepsilon_{3d}\le-\frac{Q^2}{18}+\left\langle v+\frac Qr\right\rangle
\le-\frac{Q^2}{18}.
\label{theorem}
\end{equation}
The last step uses Eq.~(\ref{bound}). The result holds for any $Q>0$, however small. Since neutral silicon binds no d level, the threshold is $Q=0^+$.

A weakly charged ion has a very large 3d orbital. For the trial function,
\begin{equation}
\langle r\rangle=\frac{\int_0^\infty r^7e^{-2ar}dr}{\int_0^\infty r^6e^{-2ar}dr}
=\frac{7}{2a}=\frac{10.5}{Q}.
\end{equation}
Its normalization gives $A^2=(2a)^7/6!$, so the probability of finding the electron within a fixed core radius scales as $Q^7$. When the neutral well neither binds a d level nor sits at threshold, the zero-energy solution outside it is $\alpha r^3+\beta r^{-2}$ with $\alpha\ne0$. Matching the $r^3$ part to the hydrogenic function then changes the inner amplitude only by a factor that stays finite as $Q\to0$. The energy shift is then of order $Q^7$, or $Q^5$ relative to $-Q^2/18$, and silicon 3d becomes hydrogenic as $Q\to0$. The power is a limiting statement and is not yet reached at the charges tabulated below: the relative shift grows from 0.002 at $Q=0.1$ to 0.049 at $Q=0.2$, a factor of about 24 rather than $2^5=32$. For successive doublings from $Q=0.0125$ to $Q=0.1$ the factors are 28, 25 and 21, so the limit is approached only at very small charge.

\section{How large the effects are}

\subsection{The threshold made by a box}

At zero energy in a pure Coulomb potential, the d equation is $u''=(6/r^2-2Q/r)u$. Put $u=\sqrt r\,f(z)$ with $z=\sqrt{8Qr}$, so that $dz/dr=z/(2r)$. Differentiating twice,
\begin{align}
u'&=\frac{1}{2\sqrt r}\,(f+zf'),\\
u''&=\frac{1}{4r^{3/2}}\,(z^2f''+zf'-f),
\end{align}
where primes on $f$ denote $d/dz$. The right-hand side of the equation is $r^{-3/2}(6-z^2/4)f$, because $2Qr=z^2/4$. Multiplying by $4r^{3/2}$ gives
\begin{equation}
z^2f''+zf'+(z^2-25)f=0 .
\end{equation}
This is Bessel's equation of order 5. The regular solution is $\sqrt r\,J_5(\sqrt{8Qr})$, which starts as $r^3$ as required. By the node count, a box shows a negative level once the first zero $j_{5,1}$ lies inside it:
\begin{equation}
QR>\frac{j_{5,1}^2}{8}=9.62\qquad(Q\to0).
\label{box}
\end{equation}
In a pure Coulomb potential a box with $R=50$ bohr gives a threshold charge of $9.62/50=0.19$, and doubling the box halves it. In the ion $v\le-Q/r$ lowers every level in the box, so $9.62/R$ is an upper bound on the threshold charge. The table below shows the size of the shift: $Q=0.1$ needs 95.7 bohr against $9.62/0.1=96.2$ bohr, while $Q=0.2$ needs only 41.3 bohr against $9.62/0.2=48.1$ bohr.

\subsection{How much of the potential is needed}

A second length tells whether binding relies on the distant tail. Set the potential to zero beyond $r_{\rm t}$. At threshold the outer solution obeys $u''=6u/r^2$ and decays as $r^{-2}$, so matching demands $r_{\rm t}u'/u=-2$. From the derivative above, $ru'/u=\frac12+zJ_5'/(2J_5)$. The condition becomes $zJ_5'+5J_5=0$. Since $zJ_5'+5J_5=zJ_4$, the first solution is the first zero of $J_4$, and
\begin{equation}
Qr_{\rm t}=\frac{j_{4,1}^2}{8}=7.20\qquad(Q\to0).
\end{equation}
For the real ions, both lengths follow from outward Numerov integration of the zero-energy equation in the self-consistent potential. In the table, $R_{\rm min}$ is the smallest box with a negative d level when the potential is held fixed at that of the ion in the 1000-bohr box; a box small enough to compress the occupied orbitals changes the potential itself. With self-consistency inside the box, the threshold charge is still 0.20 at 41.3 bohr, but 0.51 instead of 0.50 at 7.59 bohr and 1.09 instead of 1.00 at 4.58 bohr. The last three columns are in bohr; the last digit of $r_{\rm t}$ is uncertain by one unit.

\begin{center}
\begin{tabular}{cccccc}
$Q$ & $\varepsilon_{3d}$ (hartree) & $-18\varepsilon_{3d}/Q^2$ & $\langle r\rangle$ & $R_{\rm min}$ & $r_{\rm t}$\\
0.05 & $-0.000139$ & 1.000 & 210 & 192 & 144\\
0.10 & $-0.000557$ & 1.002 & 105 & 95.7 & 71.6\\
0.20 & $-0.00233$ & 1.049 & 47.3 & 41.3 & 30.4\\
0.50 & $-0.0355$ & 2.56 & 6.34 & 7.59 & 5.38\\
1.00 & $-0.1343$ & 2.42 & 4.14 & 4.58 & 3.31\\
2.00 & $-0.3964$ & 1.78 & 2.96 & 3.02 & 2.22\\
3.00 & $-0.7316$ & 1.46 & 2.44 & 2.37 & 1.75\\
4.00 & $-1.0426$ & 1.17 & 2.12 & 2.00 & 1.48
\end{tabular}
\end{center}

At $Q=0.05$, the hydrogenic energy is $-0.05^2/18=-0.000139$ hartree and the hydrogenic radius is $10.5/0.05=210$ bohr, as computed. The box condition gives $9.62/0.05=192$ bohr. Such an orbital is bound, but it says almost nothing about the silicon core.

Between $Q=0.2$ and $Q=0.5$ the mean radius drops from 47.3 to 6.34 bohr. A hydrogenic orbital would shrink only from 52.5 to 21.0 bohr. A plausible reading is that removing electrons deepens an inner well that was already close to binding, until the orbital moves into it; this mechanism has not been isolated by a separate calculation. The change of character shows in $r_{\rm t}$. At $Q=0.2$ it is 30 bohr, near the Coulomb value $7.20/0.2=36.0$ bohr; at $Q=0.5$ the potential inside 5.4 bohr is enough to bind, well below the Coulomb value $7.20/0.5=14.4$ bohr.

For Si$^+$ the level is at $-0.1343$ hartree, or $-3.66$ eV, well below the hydrogenic $-1/18=-0.0556$ hartree. Its potential could be cut off at any radius above 3.31 bohr and still bind. The Coulomb tail guarantees binding at every positive charge, but at this charge the distant part is no longer needed for it.

\section{What to do in practice}

\textbf{Distinguish binding from box size.} If a d level appears at some small charge, repeat the calculation with a larger radius. A genuine threshold levels off at a finite charge in large boxes; one that keeps falling towards zero is made by the box. It follows Eq.~(\ref{box}) only in large boxes: in the table $QR_{\rm min}$ is 9.6 at $Q=0.05$ and $Q=0.1$, but 8.3 at $Q=0.2$ and 3.8 at $Q=0.5$. From 7.59 to 41.3 bohr the box grows by a factor 5.4 while the threshold charge falls only by a factor 2.5, so a fall slower than $1/R$ is no sign of a true threshold. Passing this threshold does not mean that the energy is converged. The hydrogenic orbital decays over a length $3/Q$, and the box must contain several such lengths beyond the main part of the orbital.

\textbf{Choose a reference ion by compactness.} In neutral silicon the 3p mean radius is 2.79 bohr. The 3d radius is $4.14/2.79=1.48$ times as large for $Q=1$, and $2.96/2.79=1.06$ times as large for $Q=2$. If a bound orbital of valence size is wanted, a charge between 1 and 2 is a reasonable starting range for silicon in this model. The price is that the reference potential belongs to an ion rather than to the neutral atom. The choice should therefore be judged by how well the pseudopotential reproduces the d scattering of the neutral atom.

\textbf{Consider an unbound reference.} Norm conservation does not require a bound state. Divide Eq.~(\ref{identity}) by $u^2$ at a matching radius $r_{\rm c}$ where $u\ne0$. Since $\partial_E(u'/u)=(uw'-u'w)/u^2$,
\begin{equation}
\left.\frac{\partial}{\partial E}\frac{u'}{u}\right|_{r_{\rm c}}
=-\frac{2}{u(r_{\rm c})^2}\int_0^{r_{\rm c}}u^2\,dr .
\label{norm}
\end{equation}
This holds at any energy, positive or negative. It applies equally to a pseudo-wave generated by an energy-independent local potential in the d channel. If that wave has the same value, slope and inner norm at the reference energy, its logarithmic derivative and the first energy derivative agree with the all-electron ones. One can therefore keep the neutral atom, choose an energy in the range where the d channel will be used, and integrate outward only to $r_{\rm c}$. No normalization over all space is needed.

These conclusions carry different limits. Equation~(\ref{theorem}) needs a potential that lies nowhere above $-Q/r$. The absence of a neutral 3d level is a numerical result for ground-configuration silicon with 3d empty in this spherical LDA; it does not extend to neutral configurations with an electron promoted into 3d. The radii refer to an empty 3d level; placing an electron in it would change the density and the potential, and would require a new self-consistent calculation.
